# Complex bands from a quadratic eigenproblem: settings and the root-pairing check

## One orbital per layer

Take a crystal with one orbital per layer, site energy $A$ and real coupling $B>0$ between neighbouring layers. If the amplitude on layer $n$ is $c_n=\lambda^n$, the Schrödinger equation on any layer reads

$$E=A+B(\lambda+1/\lambda).$$

With $x=(E-A)/B$ this is $\lambda^2-x\lambda+1=0$, so the product of the two roots is 1. For $|x|<2$ they are $e^{\pm ikd}$, with $d$ the layer spacing and $2\cos kd=x$: two travelling waves. For $|x|>2$ they are real, one inside and one outside the unit circle: a wave decaying upwards and one decaying downwards.

Now let the coupling to the next layer be complex, $t=Be^{i\varphi}$. The equation becomes $t\lambda+t^*/\lambda=E-A$. Setting $\mu=e^{i\varphi}\lambda$ restores $\mu+1/\mu=x$, so $\lambda=e^{-i\varphi}\mu$. The product of the two $\lambda$ is now $e^{-2i\varphi}$, and they are no longer reciprocal. In the gap, however, $\mu$ is real, and

$$1/\lambda^*=e^{-i\varphi}/\mu,$$

which is the other root. In the band $|\lambda|=1$, and $1/\lambda^*=\lambda$. The map that survives a complex coupling is therefore $\lambda\to1/\lambda^*$.

A complex-band calculation does the same for many orbitals. The user chooses a layer, an in-plane wave vector, an energy, perhaps a small imaginary energy, and a tolerance that separates travelling from evanescent waves. The sections below treat these choices and show what the pairing of roots can and cannot check.

## Choosing the layer: the quadratic problem

Cut the crystal into layers of $N$ orbitals thick enough that each couples only to its two neighbours. At fixed in-plane wave vector let $H_0=H_0^\dagger$ act within a layer and let $H_1$ couple layer $n$ to $n+1$. The overlaps are $S_0=S_0^\dagger$ and $S_1$. Define

$$K_0=H_0-ES_0,\quad K_1=H_1-ES_1,\quad K_{-1}=H_1^\dagger-ES_1^\dagger .$$

The layer equation is $K_{-1}c_{n-1}+K_0c_n+K_1c_{n+1}=0$. Inserting $c_n=\lambda^nu$ and dividing by $\lambda^{n-1}$ gives

$$P(\lambda)u=(\lambda^2K_1+\lambda K_0+K_{-1})u=0 .$$

To obtain a linear problem, introduce $v=(u,\lambda u)$:

$$\begin{pmatrix}0&I\\-K_{-1}&-K_0\end{pmatrix}v=\lambda\begin{pmatrix}I&0\\0&K_1\end{pmatrix}v .$$

The first row says that the lower half of $v$ is $\lambda$ times the upper half; the second is then $P(\lambda)u=0$. No root is added or lost. In the matrix "left minus $\lambda$ times right", add $\lambda$ times the second block column to the first. The determinant is unchanged and becomes

$$\det\begin{pmatrix}0&I\\-P(\lambda)&-K_0-\lambda K_1\end{pmatrix}=(-1)^N\det[-P(\lambda)]=\det P(\lambda).$$

The coupling $K_1$ is often singular, because some orbitals do not reach the next layer. It should then not be inverted. A generalized eigensolver returns pairs $(\alpha,\beta)$ with $\lambda=\alpha/\beta$, and $\beta=0$ represents an infinite root.

The number of such roots can be predicted. Let $K_{-1}=K_1^\dagger$ have rank $r$, and let the columns of $X$ and $Y$ span the null spaces of $K_1$ and $K_1^\dagger$. Since $X^\dagger K_1^\dagger=(K_1X)^\dagger=0$, the $N-r$ rows $X^\dagger P(\lambda)$ each carry a factor $\lambda$. Hence $\det P$ contains $\lambda^{N-r}$. Once this factor is removed, what remains at $\lambda=0$ is nonzero if $\det(X^\dagger K_0Y)\neq0$, which holds generically. There are then $N-r$ zero roots. A random four-orbital test with rank 2 gave two zero and two infinite roots.

Choosing too thick a layer produces such roots too. If two layers with invertible $H_1$ are merged in an orthonormal basis, the new coupling has size $2N$ but rank $N$, since only the facing halves are coupled. Of the $4N$ roots, $N$ are zero and $N$ infinite; the other $2N$ are the squares of the original roots. The decay per unit length is unchanged, but a wave number $k$ is now known only modulo $\pi/d$ instead of $2\pi/d$. The thinnest layer that satisfies the nearest-neighbour condition is preferable.

## Why the roots pair

For real $E$, $K_{-1}=K_1^\dagger$. Taking the adjoint of $P$ and extracting $\lambda^{*2}$,

$$P(\lambda)^\dagger=\lambda^{*2}K_1^\dagger+\lambda^*K_0+K_1=\lambda^{*2}P(1/\lambda^*).$$

The determinant of an $N\times N$ matrix collects the scalar factor $N$ times:

$$[\det P(\lambda)]^*=\lambda^{*2N}\det P(1/\lambda^*).$$

A nonzero root $\lambda$ is thus accompanied by $1/\lambda^*$, with the same multiplicity. To include zero and infinity, write $\det P=\sum_jc_j\lambda^j$. Comparing powers of $\lambda^*$ on both sides gives $c_j^*=c_{2N-j}$. If the lowest power present is $m$, the highest is $2N-m$: $m$ roots lie at zero and $m$ at infinity.

The argument needs $\det P$ not to vanish identically. It does vanish if $E$ lies on a flat band: a determinant that is zero on the whole unit circle is a polynomial with infinitely many zeros. Every $\lambda$ is then a "root", and the computed ones cannot be trusted. Moving the energy off the flat band is the remedy.

Reciprocity without conjugation needs more. If the blocks are real, $P(\lambda)^T=\lambda^2P(1/\lambda)$, and $\lambda$ is accompanied by $1/\lambda$ as well. For random complex blocks this second pairing failed by 0.416 in the distance defined next, while the reciprocal-conjugate pairing held to $8\times10^{-16}$.

## Measuring the pairing

The difference $|\lambda_1-\lambda_2|$ is useless near infinity. Normalize each pair to $|\alpha|^2+|\beta|^2=1$ and use the chordal distance

$$\chi=|\alpha_1\beta_2-\beta_1\alpha_2|=\frac{|\lambda_1-\lambda_2|}{\sqrt{1+|\lambda_1|^2}\sqrt{1+|\lambda_2|^2}} .$$

It lies between 0 and 1, and near the unit circle it is half the ordinary distance. The partner of $(\alpha,\beta)$ is $(\beta^*,\alpha^*)$. Compute all partners, match them one to one with the computed roots, and report the largest $\chi$. One-to-one matching matters: otherwise a single root could serve as partner to several, and a missing one would go unnoticed.

## Choosing the imaginary energy

For complex $E$ the lower block is still $H_1^\dagger-ES_1^\dagger$, which now equals $[K_1(E^*)]^\dagger$. The adjoint step gives

$$P_E(\lambda)^\dagger=\lambda^{*2}P_{E^*}(1/\lambda^*).$$

The roots at $E$ pair with those at $E^*$. In the random test, with an imaginary part of 0.2 in the units of the blocks, the roots at one energy failed to pair by 0.222, whereas the two conjugate energies paired to $10^{-15}$. A pairing error at complex energy is therefore no sign of a fault unless both energies are compared.

A small imaginary part $\eta>0$ is useful for sorting waves. Let a travelling wave have slope $v=dE/d\theta$, where $\theta=kd$. To first order, $E\to E+i\eta$ shifts $\theta$ by $i\eta/v$, so

$$\lambda\to e^{i\theta}e^{-\eta/v}.$$

Waves with $v>0$ move inside the unit circle and waves with $v<0$ move outside. Upward-moving waves thereby join the upward-decaying ones. The partner of the shifted root is $e^{i\theta}e^{+\eta/v}$, at distance $2\eta/|v|$ to first order. The chordal distance for this root is half of this, $\eta/|v|$. Evanescent roots shift as well, and one just beyond a band edge can give a larger distance than any travelling wave. With several orbitals the pairing error, the largest $\chi$ over all roots, can therefore exceed $\eta/|v|$.

At a band edge $v=0$ and this estimate fails. In the one-orbital crystal set $E=A+2B+i\eta$. Then $\lambda+1/\lambda-2=i\eta/B$, or

$$(\lambda-1)^2/\lambda=i\eta/B,\qquad \lambda\simeq1\pm s,\qquad s=e^{i\pi/4}\sqrt{\eta/B}.$$

The partners are $1/\lambda^*\simeq1\mp s^*$. Their distances from the roots are $|s+s^*|$ or $|s-s^*|$, depending on the match. Since $s$ has phase $\pi/4$, both equal $\sqrt2|s|$. Halving gives

$$\chi\simeq\sqrt{\eta/(2B)} .$$

For $B=0.2$ eV and $\eta=10^{-10}$ eV this is $1.58\times10^{-5}$, as computed. Inside the same band, with $A=0.8$ eV and $E=0.9$ eV, $x=0.5$ and $|v|=2B\sqrt{1-x^2/4}=0.387$ eV. The predicted error is $2.58\times10^{-10}$, again as computed. The same tiny imaginary energy is thus some 60,000 times more visible at the edge.

## Choosing the unit-circle tolerance

A real-energy calculation should call a root travelling if $||\lambda|-1|<\tau$. Two requirements limit $\tau$. It must exceed the numerical displacement of true travelling waves. A real energy error inside a band only moves $\lambda$ along the circle, but rounding in the solver need not respect Hermiticity and can act like an imaginary energy of size $\delta$. Such an error displaces $\lambda$ by about $\delta/|v|$ inside a band, but by about $\sqrt{\delta/B}$ at a quadratic edge. It must also be smaller than the distance of true evanescent waves from the circle. At an energy $\Delta$ beyond the edge, the algebra above with $i\eta$ replaced by $\Delta$ gives $||\lambda|-1|\simeq\sqrt{\Delta/B}$. A single tolerance used on both sides of an edge has little room when $\Delta$ is as small as $\delta$: travelling waves just inside the edge are then displaced by an amount of the same order as the distance of evanescent waves just outside it. The energy should be moved away from the edge.

The flux gives a further criterion. In an orthonormal basis,

$$i\hbar\,\dot c_n=H_1^\dagger c_{n-1}+H_0c_n+H_1c_{n+1}.$$

Multiply by $c_n^\dagger$ and take twice the imaginary part. The $H_0$ term is real and drops out. The remaining rate of change of $|c_n|^2$ is inflow minus outflow, with

$$J_{n\to n+1}=-\frac2\hbar\,\mathrm{Im}(c_n^\dagger H_1c_{n+1})
=-\frac2\hbar|\lambda|^{2n}\,\mathrm{Im}\,z,\quad z=\lambda u^\dagger H_1u .$$

For a travelling wave with $u^\dagger u=1$, differentiate $H(\theta)=H_0+\lambda H_1+\lambda^*H_1^\dagger$ at fixed $u$, as the Hellmann–Feynman theorem allows for a non-degenerate band:

$$\frac{dE}{d\theta}=iz-iz^*=-2\,\mathrm{Im}\,z .$$

The group velocity is this slope times $d/\hbar$. For an evanescent wave, divide $u^\dagger P(\lambda)u=0$ by $\lambda$. The last term is $(u^\dagger H_1u)^*/\lambda=z^*/|\lambda|^2$, and the middle one is real. The imaginary part is

$$\mathrm{Im}\,z\,(1-1/|\lambda|^2)=0 .$$

So $\mathrm{Im}\,z=0$ whenever $|\lambda|\neq1$: a single evanescent wave carries no current. A barrier still transmits, because partners interfere. For the real one-orbital crystal in its gap, let $c_n=p\lambda^n+q\lambda^{-n}$. The cross terms give $\mathrm{Im}(c_n^*Bc_{n+1})=B\,\mathrm{Im}(p^*q)(\lambda^{-1}-\lambda)$, which is independent of $n$ and can be nonzero.

Upward and downward movers must also be equal in number when no band has zero slope or crosses another at $E$. Each band is periodic in $\theta$ and must cross $E$ upwards as often as downwards. With Hermitian blocks, an unequal count signals an unsuitable $\tau$ or an energy too near a point of zero slope, such as a band edge, or a crossing.

## What the pairing check cannot see

The proof used Hermiticity and nothing else about the crystal. A wrong but Hermitian model passes. In a test on the model below, doubling $H_1$ left a pairing error of $10^{-15}$, but the nearest root missed a known Bloch factor by 0.259. A second check is therefore needed to show that the layer blocks represent the intended Hamiltonian: take a real $k$, obtain a band energy from a Bloch Hamiltonian built separately from the blocks, and require $e^{ikd}$ among the roots at that energy. Wrong parameters that enter both constructions still pass; they must be checked against outside data. The residual of $P(\lambda)u$ should be small as well, which checks the solver but not the model.

The pairing check can catch a lower block formed by the transpose instead of the adjoint: with random complex blocks the error was 0.791. For real blocks the two operations coincide, so this fault can show only where the blocks are complex, as at a general in-plane wave vector. Complex blocks do not guarantee detection. Take the three $p$ orbitals of the model below on their own. There $H_0$ is real and $H_1$ is symmetric, with imaginary $p_x$–$p_z$ and $p_y$–$p_z$ elements. The faulty problem is $P/\lambda=(\lambda+1/\lambda)H_1+H_0-E$. The imaginary elements enter its determinant in pairs, so the determinant is a real polynomial in $\lambda+1/\lambda$: the roots are wrong but still paired. The comparison with a known Bloch factor remains necessary.

## A barrier that filters by symmetry

Consider a rocksalt-type crystal cut along [001], with $d=0.2$ nm. Each layer has one cation $s$ orbital and three anion $p$ orbitals per cell, so $N=4$. The basis is orthonormal and the parameters are round numbers: $E_s=12$, $E_p=0$, $V_{sp}=1.5$, $V_{ss}=-0.3$, $V_\sigma=0.5$, $V_\pi=-0.1$ eV. Unlike neighbours lie at distance $d$ along the cubic axes, like neighbours at $\sqrt2d$. A $p$–$p$ bond with direction cosines $n_i$ has elements $V_\pi\delta_{ij}+(V_\sigma-V_\pi)n_in_j$.

At zero in-plane wave vector, contributions odd in $x$ or $y$ cancel between opposite bonds. The orbitals $s,p_z$ (symmetry $\Delta_1$) separate from $p_x$ and $p_y$ (symmetry $\Delta_5$). For $p_x$, four in-plane bonds with $n_x^2=1/2$ give $A_5=2(V_\sigma+V_\pi)=0.8$ eV. Of the four upward bonds, two have $n_x^2=1/2$ and two have $n_x=0$, which gives $B_5=V_\sigma+3V_\pi=0.2$ eV. With $x=\lambda+1/\lambda$,

$$E=A_5+B_5x\qquad(\Delta_5).$$

This is the one-orbital crystal again, twice. For $p_z$ the same counting gives $A_p=4V_\pi=-0.4$ and $B_p=2(V_\sigma+V_\pi)=0.8$ eV; for $s$, $A_s=E_s+4V_{ss}=10.8$ and $B_s=4V_{ss}=-1.2$ eV. The $s$–$p_z$ coupling changes sign with bond direction, so its two off-diagonal elements are $\pm V_{sp}(\lambda-1/\lambda)$. Since $(\lambda-1/\lambda)^2=x^2-4$, the determinant is

$$(A_s+B_sx-E)(A_p+B_px-E)+V_{sp}^2(x^2-4)=0\qquad(\Delta_1).$$

The gap on this line runs from 1.2 to 8.4 eV. At $E=5$ eV the $\Delta_5$ equation gives $x=4.2/0.2=21$, hence $\lambda=0.0477$ and its partner 20.95. The $\Delta_1$ equation becomes

$$(5.8-1.2x)(0.8x-5.4)+2.25(x^2-4)=0,$$

$$1.29x^2+11.12x-40.32=0,$$

with solutions $x=2.749$ and $x=-11.37$. They yield $\lambda=0.4315$ and $-0.0887$, with partners 2.318 and $-11.28$. The negative root decays while changing sign from layer to layer. The quadratic eigenproblem returns these same eight roots, paired to $10^{-16}$.

With $\kappa=-\ln|\lambda|/d$ for $|\lambda|<1$, the slowest decays are $\kappa_1d=0.841$ and $\kappa_5d=3.042$, or $\kappa_1=4.20$ and $\kappa_5=15.2$ nm$^{-1}$. Across the gap:

| $E$ (eV) | $\kappa_1d$ | $\kappa_5d$ |
|---|---|---|
| 2.0 | 0.567 | 1.763 |
| 3.5 | 0.803 | 2.597 |
| 5.0 | 0.841 | 3.042 |
| 6.5 | 0.739 | 3.349 |
| 8.0 | 0.390 | 3.583 |

The different shapes follow from the equations. At $x=2$, where $\kappa=0$, the $\Delta_1$ equation is satisfied at $A_p+2B_p=1.2$ eV and at $A_s+2B_s=8.4$ eV. The $\Delta_1$ decay thus returns to zero at both gap edges. For $\Delta_5$, $2\cosh\kappa_5d=(E-A_5)/B_5$ grows steadily with energy, because this model has no $\Delta_5$ conduction band. A richer basis could supply one and lower $\kappa_5$ in the upper gap.

## From decay constants to transmission

Attach to each end layer of an $n$-layer slab a contact that adds $-i\Gamma/2$ to every orbital energy, with $\Gamma=1$ eV. The transmission of one symmetry is $T=\Gamma^2\sum|G_{1n}|^2$, summed over its orbitals, where $G$ is the slab's Green function. Between the two end layers, its columns obey the layer equation and are sums of the waves $\lambda^ju$. In a thick slab the slowest decay dominates, so

$$T\propto e^{-2\kappa dn},\qquad \frac{T_1}{T_5}\propto e^{2(\kappa_5-\kappa_1)dn}.$$

At 5 eV the gain per added layer is $e^{2(3.042-0.841)}\simeq82$. Direct solution of the slab equations, which does not use complex bands, gives the same factor between 14 and 15 layers.

For four layers, $T_1=2.0\times10^{-4}$ and $T_5=1.3\times10^{-9}$, a ratio of $1.5\times10^5$. For eight layers the ratio is $6.9\times10^{12}$. The increase, $4.5\times10^7$, agrees with $81.7^4$. The ratio itself is about $0.0035\times81.7^n$. Complex bands supply the growth rate, not this prefactor, which also depends on the contacts.

In a magnetic tunnel junction, suppose an electrode offers $\Delta_1$ states at the Fermi energy for one spin only, and the interfaces conserve spin and symmetry. If $\Delta_1$ decays most slowly in the barrier at that energy, as it does in the gap of this model, the other spin must use a faster-decaying channel at zero in-plane wave vector. Which symmetry decays most slowly depends on the barrier. This is symmetry filtering. The total current also contains other in-plane wave vectors, where the $\Delta_1$ and $\Delta_5$ orbitals generally mix (on a mirror plane one $p$ combination stays separate), and real interfaces scatter. The ratios above are therefore not magnetoresistance values.

## A check away from the symmetric line

At $k_xd=0.6$, $k_yd=0.35$ and $k_zd=1.1$, the second band of the model lies at 0.980 eV. At this energy the eigenproblem returns the known factor $e^{1.1i}$, with pairing error $2\times10^{-15}$. There are two upward movers, two downward movers and four evanescent waves. The flux formula gives $dE/d(kd)=-0.3765$ eV, equal to the finite difference of the band energy. Multiplication by $d/\hbar$ gives a group velocity of $-1.14\times10^5$ m/s: this wave moves downwards although its $k_z$ is positive. Sorting waves by the sign of $k_z$ would misplace it; the flux, or a small positive $\eta$, sorts it correctly.

The values quoted here can be compared with the numerical output below.

## Table of computed values

```
layer spacing d = 0.2 nm; Es = 12.0, Ep = 0.0 eV
Vsp = 1.5, Vss = -0.3, Vsigma = 0.5, Vpi = -0.1 eV
As = 10.80, Bs = -1.20, Ap = -0.40, Bp = 0.80 eV
A5 = 0.80, B5 = 0.20 eV
k_par=0: valence top 1.200, conduction bottom 8.400 eV
Bloch factors at k_par=0, E = 5.0 eV:
  Delta5: Re 0.04773, |Im| below 1e-9: True
  Delta5: Re 0.04773, |Im| below 1e-9: True
  Delta1: Re -0.08865, |Im| below 1e-9: True
  Delta1: Re 0.43147, |Im| below 1e-9: True
  Delta1: Re 2.31768, |Im| below 1e-9: True
  Delta1: Re -11.28065, |Im| below 1e-9: True
  Delta5: Re 20.95227, |Im| below 1e-9: True
  Delta5: Re 20.95227, |Im| below 1e-9: True
pairing error there = 1.1e-16
E (eV), kappa*d Delta1, kappa*d Delta5 (slowest of each):
  2.0  0.5670  1.7627
  3.5  0.8032  2.5972
  5.0  0.8406  3.0422
  6.5  0.7391  3.3487
  8.0  0.3898  3.5827
kappa at 5.0 eV: Delta1 4.203, Delta5 15.211 1/nm
contact width Gamma = 1.0 eV
T, 4 layers: Delta1 2.009e-04, Delta5 1.303e-09
T, 8 layers: Delta1 2.414e-07, Delta5 3.508e-20
T ratio Delta1/Delta5: 1.542e+05 (4), 6.881e+12 (8)
ratio gain per layer: slabs 81.725, bands 81.725
in-band case: kx*d = 0.6, ky*d = 0.35, kz*d = 1.1
  E = 0.98006 eV, pairing error 2.1e-15
  dE/d(kd): flux -0.376494, difference -0.376494 eV
  group velocity = -1.1440e+05 m/s
  right movers 2, left movers 2, evanescent 4
  H1 doubled: pairing error 1.1e-15, missed root by 0.259
random blocks, N = 4, E = 0.3: pairing error 7.8e-16
  reciprocal without conjugation: error 0.416
  against determinant polynomial: 1.7e-15
  E + 0.2i alone: 0.222; E with conjugate: 1.1e-15
  transpose for adjoint: 0.791
  rank 2 coupling: 2 zero, 2 infinite roots, error 2.7e-15
Delta5 with eta = 1e-10 eV: edge at 1.20 eV error 1.581e-05
  inside band at 0.9 eV: error 2.582e-10
```
